# Beryllium insertion into H2: where the dominant closed-shell configuration changes

## Problem

A beryllium atom enters the bond of H₂ so that the arrangement keeps C₂ᵥ symmetry. Put Be at the origin, the C₂ axis along $z$, and the hydrogens at $(0,\pm y,x)$. Thus $x$ is the distance from Be to the H–H midpoint and $2y$ is the H–H distance. The path is the straight line

$$y=134\ \text{pm}-0.46\,x ,$$

followed from $x=210$ pm, which is Be beside a nearly undistorted H₂, towards linear HBeH at $x=0$. It is a chosen line, not a minimum-energy path.

Orbitals that are even under reflection in the molecular plane are of type a₁ if they are also even under $y\to-y$, and b₂ if they are odd. Two closed-shell configurations compete:

$$A=1a_1^2\,2a_1^2\,3a_1^2,\qquad B=1a_1^2\,2a_1^2\,1b_2^2 .$$

1. Choose one set of orbitals that favours neither configuration, and find the $2\times2$ Hamiltonian.
2. Derive the condition for equal weights and the width of the changeover.
3. Locate the changeover on the path in the cc-pVDZ basis.
4. Describe the electron pair at that point.
5. Find how far the answer depends on the orbitals, the correlation treatment and the basis.

## Hints

**Hint 1.** The weight of a configuration is defined only after the orbitals are fixed. Consider the average of the two densities.

**Hint 2.** The energy of a closed-shell determinant is a quadratic function of its density matrix. For a quadratic function, the difference between two points equals the slope at their midpoint times the displacement.

**Hint 3.** Moving both electrons from $3a_1$ to $1b_2$ changes two spin orbitals. Only the electron–electron repulsion can connect such determinants.

**Hint 4.** For the pair, use the sum and difference of the two frontier orbitals.

## Solution

### 1. Orbitals and matrix elements

Write $a=3a_1$ and $b=1b_2$, both real. The one-electron operator, with nuclei fixed, is

$$\hat h=-\frac{\hbar^2}{2m_e}\nabla^2-\sum_N\frac{Z_Ne^2}{4\pi\varepsilon_0|\mathbf r-\mathbf R_N|},$$

and the repulsion integrals are

$$(pq|rs)=\frac{e^2}{4\pi\varepsilon_0}\iint\frac{p(\mathbf r_1)q(\mathbf r_1)\,r(\mathbf r_2)s(\mathbf r_2)}{|\mathbf r_1-\mathbf r_2|}\,d^3r_1d^3r_2 .$$

Let $D$ be the spin-summed density matrix. A closed-shell determinant has the energy

$$E[D]=E_{\rm nuc}+\mathrm{Tr}\,hD+\tfrac12\mathrm{Tr}\,D\,G[D],$$

$$G[D]_{\mu\nu}=\sum_{\lambda\sigma}\left[(\mu\nu|\lambda\sigma)-\tfrac12(\mu\lambda|\nu\sigma)\right]D_{\lambda\sigma}.$$

Orbitals optimised for $A$ alone would favour $A$, and likewise for $B$. Take instead the mean density $\bar D=(D_A+D_B)/2$. It has occupations 2, 2, 1, 1 in $1a_1,2a_1,3a_1,1b_2$. Require the orbitals to be eigenfunctions of the Fock operator $F=h+G[\bar D]$ built from this same density, with orbital energies $\varepsilon_i$.

Set $\delta=D_A-D_B$, so that $D_A=\bar D+\delta/2$ and $D_B=\bar D-\delta/2$. Exchanging the two electron labels shows that $\mathrm{Tr}\,\bar DG[\delta]=\mathrm{Tr}\,\delta G[\bar D]$. The two cross terms in the quadratic part are therefore equal, and

$$E[\bar D\pm\tfrac12\delta]=E[\bar D]\pm\tfrac12\mathrm{Tr}\,F\delta+\tfrac18\mathrm{Tr}\,\delta G[\delta].$$

On subtraction the first and last terms cancel:

$$\Delta\equiv H_{AA}-H_{BB}=\mathrm{Tr}\,F\delta .$$

The doubly occupied core is common to both densities, so $\delta=2(aa^{T}-bb^{T})$, where $a$ and $b$ now stand for coefficient columns. Since $a^TFa=\varepsilon_a$ and $b^TFb=\varepsilon_b$,

$$\boxed{\Delta=2(\varepsilon_a-\varepsilon_b)}$$

This is exact for these orbitals. It includes the change in electron repulsion, because the slope was taken at the midpoint.

For the coupling, the repulsion takes the opposite-spin pair $a\alpha\,a\beta$ to $b\alpha\,b\beta$. The direct term is $(ab|ab)$; the exchange term vanishes because it pairs $\alpha$ with $\beta$. Hence

$$H_{AB}=K=(ab|ab)>0 .$$

It is positive because it is the Coulomb self-repulsion of the distribution $a(\mathbf r)b(\mathbf r)$.

The arrangement with one electron in each of $a$ and $b$ has spatial symmetry $a_1\times b_2=B_2$. Both $A$ and $B$ are totally symmetric, A₁, so it does not mix with them. Two electrons in these two orbitals thus give exactly a $2\times2$ problem for the A₁ singlets.

### 2. Weights and width

Let $M=(H_{AA}+H_{BB})/2$ and $R=\sqrt{\Delta^2/4+K^2}$. The secular equation is

$$\left(M+\tfrac{\Delta}{2}-E\right)\left(M-\tfrac{\Delta}{2}-E\right)-K^2=0,$$

or $(M-E)^2=R^2$, so $E_\pm=M\pm R$. For the lower root the first row of the eigenvalue equation reads

$$\left(\tfrac{\Delta}{2}+R\right)c_A+Kc_B=0 .$$

With $c_A^2+c_B^2=1$ this gives

$$w_A=c_A^2=\frac{K^2}{K^2+(R+\Delta/2)^2}.$$

Now $K^2=R^2-\Delta^2/4=(R-\Delta/2)(R+\Delta/2)$. The denominator becomes $(R+\Delta/2)\,2R$, and

$$w_A=\frac{R-\Delta/2}{2R}=\frac12\left[1-\frac{\Delta}{\sqrt{\Delta^2+4K^2}}\right].$$

Equal weights require $\Delta=0$, that is,

$$\varepsilon(3a_1)=\varepsilon(1b_2).$$

Far from this point, $|\Delta|\gg2K$, the minor configuration has weight $K^2/\Delta^2$ to leading order. At the point itself the roots are $2K$ apart, so the A₁ energy curves do not cross.

To find the width, put $u=\Delta/(2K)$. Then $w_A=\frac12[1-u(1+u^2)^{-1/2}]$ and

$$\frac{dw_A}{dx}=-\frac12(1+u^2)^{-3/2}\frac{du}{dx}.$$

At $\Delta=0$ the derivative of $K$ drops out of $du/dx$, leaving

$$\frac{dw_A}{dx}=-\frac{\Delta'}{4K},\qquad L=\frac{4K}{|\Delta'|},$$

where $\Delta'=d\Delta/dx$ along the path. $L$ is the distance over which the tangent line would carry $w_A$ from 0 to 1.

### 3. The changeover on the path

The mean-density orbitals give the following values.

| $x$ (pm) | $\Delta$ (eV) | $K$ (eV) | $w_A$ |
|---:|---:|---:|---:|
| 210 | −6.433 | 1.483 | 0.954 |
| 180 | −3.924 | 0.947 | 0.950 |
| 150 | 0.336 | 0.509 | 0.344 |
| 120 | 5.368 | 0.361 | 0.004 |
| 90 | 10.404 | 0.323 | 0.001 |

The sign changes between 180 and 150 pm. A scan from 60 to 210 pm in steps of 15 pm shows one sign change; it could miss a pair of crossings inside one step. Solving $\Delta=0$ gives

$$\boxed{x_*=152.1\ \text{pm}=2.874\ \text{bohr}}$$

Configuration $A$ dominates outside this point, on the Be + H₂ side, and $B$ inside it. The table supports the position: with the local slope $\Delta'=-0.1589$ eV/pm, the value at 150 pm extrapolates to

$$150+\frac{0.336}{0.1589}=152.1\ \text{pm}.$$

The geometry follows from the path:

$$y_*=134-0.46(152.1)=64.0\ \text{pm},$$

$$r_{\rm BeH}=\sqrt{152.1^2+64.0^2}=165\ \text{pm},$$

$$\angle{\rm HBeH}=2\arctan\frac{64.0}{152.1}=45.7^\circ .$$

The H–H distance is 128 pm, against 75 pm at the start of the path. The bond is strongly stretched when the configurations exchange roles.

At $x_*$ both orbital energies are −3.832 eV and $K=0.528$ eV. The root separation is $2K=1.056$ eV, and

$$L=\frac{4(0.528)}{0.1589}=13.3\ \text{pm}.$$

These digits belong to cc-pVDZ. In cc-pVTZ, $K=0.507$ eV and $L=12.8$ pm; in aug-cc-pVDZ, $K=0.494$ eV, $L=12.4$ pm and $x_*=151.7$ pm.

Ten picometres inside the crossing $w_A=0.063$; ten outside, $w_A=0.884$. The change is rapid but continuous. The two values are not symmetric about one half, as they would be if $\Delta$ were linear in $x$ and $K$ constant.

The formulas were tested against a Hamiltonian built directly from determinants, at $x_*$ and 10 pm to either side. The energy difference, the coupling, the lower root (in hartree) and $w_A$ agreed within $5\times10^{-8}$.

### 4. The electron pair at equal weights

For $\Delta=0$ the eigenvector equation gives $c_B=-c_A$. Apart from an overall sign, the spatial part of the frontier pair is

$$\Psi=\frac{a(1)a(2)-b(1)b(2)}{\sqrt2}.$$

Define $l=(a+b)/\sqrt2$ and $r=(a-b)/\sqrt2$, so that $a=(l+r)/\sqrt2$ and $b=(l-r)/\sqrt2$. Insertion gives

$$\begin{aligned}
a(1)a(2)-b(1)b(2)&=\tfrac12[l(1)+r(1)][l(2)+r(2)]\\
&\quad-\tfrac12[l(1)-r(1)][l(2)-r(2)]\\
&=l(1)r(2)+r(1)l(2).
\end{aligned}$$

The terms $ll$ and $rr$ cancel. One electron is in $l$ and the other in $r$, coupled to a singlet. By contrast, $A$ alone, $a(1)a(2)$, expands into $ll$, $rr$, $lr$ and $rl$ with equal weights, so both electrons share one localised orbital half of the time.

Reflection symmetry makes $\langle a|y|a\rangle=\langle b|y|b\rangle=0$. The centroids of $l$ and $r$ therefore have $y$ coordinates $\pm\langle a|y|b\rangle$, which is $\pm35.8$ pm in cc-pVDZ and about $\pm37$ pm in cc-pVTZ and aug-cc-pVDZ. The two orbitals lean to opposite sides of the C₂ axis. This does not assign one orbital to each hydrogen: the hydrogens also lie 152 pm from Be along $z$, and the $y$ coordinate alone does not show on which atom an orbital is concentrated.

### 5. How firm is the location?

Each entry below states what defines the change.

| Criterion | $x$ (pm) |
|---|---:|
| Equal weights, mean-density orbitals, cc-pVDZ | 152.1 |
| Equal Hartree–Fock energies, each configuration with its own orbitals | 152.6 |
| Equal weights, orbitals optimised for the two-configuration energy, one solution | 151.2 |
| Equal weights, mean-density orbitals, cc-pVTZ | 152.0 |
| Equal weights, mean-density orbitals, reduced basis | 152.7 |
| Equal weights in full CI, reduced basis | 149.8 |

The reduced basis is cc-pVDZ without the hydrogen p functions. Full CI there includes all excitations of four electrons, with the Be 1s pair frozen, and uses the mean-density orbitals to define $A$ and $B$. Within the same basis it moves the crossing inward by $152.7-149.8=2.9$ pm. This is the largest shift in the table, yet small beside the 13 pm width found in mean-density orbitals. It depends on the basis: with the hydrogen p functions restored, the full-CI crossing lies near 150.5 pm, a shift of about 1.6 pm. The table leaves out orbitals optimised for one configuration alone. Used for both configurations, they move the point $\Delta=0$ by more, in favour of the configuration they were made for: to roughly 137 pm with the orbitals of $A$ and roughly 162 pm with those of $B$, shifts comparable to the width itself. A fair statement for this path is that the change occurs near 150 pm.

Orbital optimisation can have several solutions, and the entry at 151.2 pm follows one of them. Starts from the Hartree–Fock orbitals of $A$ and of $B$, 2 pm to either side, both reach it, with $w_A=0.374$ and 0.615. These weights correspond to a width of about $4/(0.615-0.374)\approx17$ pm, somewhat more than in mean-density orbitals.

Agreement between two starts does not prove that a solution is the lowest. Here a different choice of the two active orbitals leads to a second solution, dominated by $A$, which is already the lower one at 152.1 pm. The entry therefore describes the solution followed, not the lowest two-configuration energy at every point.

The energies are much less secure than the location. At 152.1 pm in cc-pVDZ, orbital optimisation lowers the two-configuration energy by 1.01 eV in the solution followed. At 152.7 pm in the reduced basis, full CI lies 2.94 eV below the two-configuration value in mean-density orbitals. Its weights there are 0.527 for $A$ and 0.271 for $B$, so

$$1-0.527-0.271=0.202$$

belongs to other configurations. In full cc-pVDZ at 152.1 pm the corresponding figures are 3.12 eV and weights 0.484 and 0.325, leaving 0.19. Two configurations describe the exchange of roles, but not the whole wavefunction.

With optimised orbitals, the highest of the five tabulated geometries is $x=150$ pm, 3.23 eV above $x=210$ pm. This is not a reaction barrier: the line is not a minimum-energy path, five points do not locate a maximum, and correlation is still missing. Against full CI in cc-pVDZ the deficit is 2.1 eV at 150 pm and 1.7 eV at 210 pm, so most of it cancels and the difference falls from 3.23 to 2.83 eV.

For the real molecule, the ends of the line are reasonable: linear BeH₂ has a bond length of roughly 130 pm and H₂ one of roughly 74 pm. Between them, real collisions need not keep C₂ᵥ symmetry or this relation between $x$ and $y$. Variation 1 measures the second effect. Asymmetric approach, nuclear motion, core correlation, relativity and spin–orbit coupling are not treated. The calculation therefore locates a change in electronic character on a stated line; it does not predict a rate. The numerical output for the main entries follows this text.

## Variation 1: a different path

*Question.* How does the crossing move if the path is displaced, and what happens if Be approaches at fixed H–H distance?

Displacing the line by $-5$ and $+5$ pm in $y$ moves the crossing to $x=147.6$ and $156.5$ pm. The corresponding half-distances are

$$134-0.46(147.58)-5=61.1\ \text{pm},$$

$$134-0.46(156.53)+5=67.0\ \text{pm}.$$

The condition $\Delta(x,y)=0$ thus defines a line in the plane, with local slope

$$\left(\frac{dx}{dy}\right)_{\Delta=0}=\frac{156.53-147.58}{67.0-61.1}\approx1.52 .$$

Along this line $1.52\,\Delta_x+\Delta_y=0$, where subscripts denote partial derivatives. Along the original path $\Delta_x-0.46\,\Delta_y=-0.159$ eV/pm. Inserting $\Delta_y=-1.52\,\Delta_x$ gives

$$\Delta_x(1+0.46\times1.52)=-0.159\ \text{eV/pm},$$

so $\Delta_x\approx-0.094$ and $\Delta_y\approx+0.142$ eV/pm. Moving Be away favours $A$; stretching H–H favours $B$. On the original path, approach and stretching act together.

At fixed $y=64.0$ pm the crossing is still at $x=152.1$ pm, since both paths pass through that point. $K$ is the same there, but the width becomes

$$L=\frac{4(0.528)}{0.0936}\approx23\ \text{pm}.$$

The position belongs to the geometry, while the abruptness depends on the direction of travel. A path running along the line $\Delta=0$ would show no change of dominance there.

## Variation 2: is this singlet the lowest state?

*Question.* At $x_*$, compare the A₁ singlet with the states having one electron in $a$ and one in $b$, using the same orbitals.

Let $C$ be the energy of the closed core and nuclei, $\tilde h_p$ the one-electron energy of orbital $p$ in the field of the core, and $J_{pq}=(pp|qq)$. Then

$$H_{AA}=C+2\tilde h_a+J_{aa},\qquad H_{BB}=C+2\tilde h_b+J_{bb}.$$

At equal weights the lower A₁ energy is $M-K$:

$$E_{A_1}=C+\tilde h_a+\tilde h_b+\tfrac12(J_{aa}+J_{bb})-K .$$

The open-shell triplet and singlet, both B₂, have

$$E_{T,S}=C+\tilde h_a+\tilde h_b+J_{ab}\mp K,$$

with the minus sign for the triplet. Subtraction gives

$$E_{A_1}-E_T=\tfrac12(J_{aa}+J_{bb}-2J_{ab})=\tfrac12(aa-bb|aa-bb)\ge0 .$$

This is half the Coulomb self-repulsion of the density difference $a^2-b^2$, so in common orbitals the triplet cannot lie above the A₁ singlet at this point. In cc-pVDZ the gap is 2.41 eV (2.33 eV in cc-pVTZ, 2.31 eV in aug-cc-pVDZ). The open-shell singlet lies $2K$ above the triplet, hence

$$E_{A_1}-E_S=2.41-1.06=1.35\ \text{eV}.$$

It too is below the A₁ singlet in this model.

The common orbitals are not optimised for any of these states. At equal weights the A₁ singlet and both open-shell states have the same mean density, but relaxing the orbitals can lower each energy by a different amount. In the solution followed in part 5, optimising the A₁ orbitals recovers 1.01 eV, which is not enough to reverse either order against the unrelaxed B₂ states. In the reduced basis at 152.7 pm, the triplet gap is 2.43 eV in common orbitals and 0.98 eV in full CI. Correlation reduces the gap but leaves the triplet lower. In full cc-pVDZ at 152.1 pm the full-CI gap is 1.12 eV. Full CI also leaves the open-shell singlet below the A₁ singlet, by 0.21 eV in the reduced basis and 0.41 eV in cc-pVDZ; the order agrees in both bases, but the margin is small and not converged.

The curve followed in this problem is therefore the lower A₁ root of the two-configuration model. Near the crossing this root is not the ground state, because the triplet lies lower; in the bases used here it is not the lowest singlet either. Within exact C₂ᵥ symmetry and without spin–orbit coupling, the A₁ singlet does not mix with either B₂ state. A distortion that makes the two Be–H distances unequal removes the symmetry barrier between the two singlets, and the $2\times2$ model is then no longer closed.

## Values computed for the example and the checks

```
path: y = 134 pm - 0.46 x, scan 60 to 210 pm
basis functions: cc-pVDZ 24, reduced 18, cc-pVTZ 58
profile: x, y (pm); Delta, K (eV); w_A; optimised E rel. to first row (eV), its w_A
    210   37.4   -6.433  1.483  0.954   0.000  0.930
    180   51.2   -3.924  0.947  0.950   1.383  0.902
    150   65.0    0.336  0.509  0.344   3.229  0.423
    120   78.8    5.368  0.361  0.004   1.681  0.012
     90   92.6   10.404  0.323  0.001   0.128  0.003
crossing, mean-density orbitals: x = 152.10 pm = 2.8743 bohr
  y = 64.03 pm, H-H = 128.07 pm
  Be-H = 165.03 pm, H-Be-H angle = 45.66 deg
  eps_3a1 = -3.8318 eV, eps_1b2 = -3.8318 eV
  H_AA = -422.3994 eV, H_BB = -422.3994 eV
  K = 0.5281 eV, root separation = 1.0561 eV
  coefficients: A -0.7071, B 0.7071
  two-configuration energy = -422.9274 eV
  dDelta/dx = -0.15893 eV/pm
  dw_A/dx = 0.07503 per pm, width = 13.33 pm
  w_A 10 pm below: 0.0629, 10 pm above: 0.8843
  largest formula deviation (hartree or weight): 5.0e-08
localised pair: one-electron-each weight = 1.00000
  centroid displacement along y = +/- 35.75 pm
common orbitals: singlet minus triplet = 2.4088 eV
crossing of Hartree-Fock energies: x = 152.6 pm
crossing, optimised pair orbitals: x = 151.2 pm
  -2 pm: w_A from start A 0.3736, start B 0.3736, E_A-E_B = 0.00000 eV
  +2 pm: w_A from start A 0.6151, start B 0.6151, E_A-E_B = -0.00000 eV
at first crossing: orbital optimisation lowers E by 1.0125 eV, w_A = 0.5549
reduced basis, two-configuration crossing: x = 152.70 pm
  full CI there, frozen 1s: w_A = 0.5266, w_B = 0.2708
  energy missing from two-configuration CI = 2.9369 eV
  singlet minus triplet: common orbitals 2.4334 eV, full CI 0.9844 eV
reduced basis, crossing of full CI weights: x = 149.8 pm
crossing, mean-density orbitals, cc-pVTZ: x = 151.99 pm
path moved by -5 pm in y: x = 147.58 pm
path moved by +5 pm in y: x = 156.53 pm
```
